# When Simple Phonon Boltzmann Iteration Diverges and Conjugate Gradients Converges

## A conductivity that runs away

For a model crystal treated below, the thermal conductivity from the linearised phonon Boltzmann equation is 146 W/(m K). The simplest iteration begins with the relaxation-time value 85.1 and then gives 66.8, 113.9, 54.0 and 166.7, in the same unit. After eight corrections it gives 704, and after sixteen about 51 300. The equation is sound and its solution is finite. The iteration fails: although an early value may happen to fall nearer the solution, the error eventually grows without limit.

To see why, and what to use instead, we need the structure of the collision matrix.

## The equation and its squares

Let mode $i$ have frequency $\omega_i$, velocity $v_i$ and equilibrium occupation $n_i^0=1/(e^{\hbar\omega_i/k_BT}-1)$. Write the perturbed occupation as
$$n_i=n_i^0+C_i\phi_i,\qquad C_i=n_i^0(n_i^0+1).$$

Consider the process $1+2\leftrightarrow3$ with intrinsic rate $w$. Its net forward rate is
$$R=w\,[n_1n_2(n_3+1)-(n_1+1)(n_2+1)n_3].$$
Since $(n^0+1)/n^0=e^{\hbar\omega/k_BT}$ and $\omega_1+\omega_2=\omega_3$, both terms have the same equilibrium value $\Lambda=w\,n_1^0n_2^0(n_3^0+1)$. To first order, $n_i$ changes by the relative amount $(n_i^0+1)\phi_i$, and $n_i+1$ by $n_i^0\phi_i$. Hence
$$R=\Lambda[(n_1^0+1)\phi_1+(n_2^0+1)\phi_2+n_3^0\phi_3-n_1^0\phi_1-n_2^0\phi_2-(n_3^0+1)\phi_3]=\Lambda(\phi_1+\phi_2-\phi_3).$$

Each net event removes phonons 1 and 2 and adds phonon 3. Define $A$ by $(dn_i/dt)_{\rm coll}=-(A\phi)_i$. Multiplying by $-\phi_i$ and summing over modes gives
$$\phi^TA\phi=\tfrac12\sum\Lambda(\phi_1+\phi_2-\phi_3)^2\ge0,$$
where the sum runs over ordered pairs $(1,2)$ and the half removes the double counting. Multiplying instead by the components $-\psi_i$ of any other vector gives
$$\psi^TA\phi=\tfrac12\sum\Lambda(\psi_1+\psi_2-\psi_3)(\phi_1+\phi_2-\phi_3),$$
which is unchanged when $\psi$ and $\phi$ are exchanged. Thus $A$ is symmetric and positive semidefinite.

Split $A=D-N$, where the diagonal matrix $D$ describes scattering out of a mode at fixed occupation of the others:
$$\phi^TD\phi=\tfrac12\sum\Lambda(\phi_1^2+\phi_2^2+\phi_3^2).$$
If phonons 1 and 2 share a mode, their cross term belongs to $N$, although it lies on the diagonal.

$D$ is the linewidth times $C$. For a mode that is absorbed, the linewidth term is $w(n_2^0-n_3^0)$. Writing $n_2^0-n_3^0=n_2^0(n_3^0+1)-(n_2^0+1)n_3^0$ gives
$$C_1w(n_2^0-n_3^0)=(n_1^0+1)\Lambda-n_1^0\Lambda=\Lambda.$$
For a decaying mode, $1+n_1^0+n_2^0=(n_1^0+1)(n_2^0+1)-n_1^0n_2^0$ gives in the same way $C_3w(1+n_1^0+n_2^0)=(n_3^0+1)\Lambda-n_3^0\Lambda=\Lambda$.

In a steady gradient, $v_i(\partial n_i^0/\partial T)\,dT/dx=-(A\phi)_i$. With $\phi=-F\,dT/dx$ this becomes
$$AF=b,\qquad b_i=\frac{C_i\hbar\omega_iv_i}{k_BT^2}.$$
The heat current is $V^{-1}\sum_i\hbar\omega_iv_iC_i\phi_i$, so
$$\kappa=\frac{k_BT^2}{V}\,b^TF.$$

## The iteration and the sector in which to judge it

The simple scheme moves in-scattering to the right-hand side:
$$F_{n+1}=D^{-1}(b+NF_n),\qquad F_0=D^{-1}b.$$
Its start is the relaxation-time solution. Each step feeds back the phonons scattered into a mode.

As long as the collisions conserve energy, the spectral radius of $D^{-1}N$ over all modes cannot be below one. Energy conservation makes $\phi_i\propto\omega_i$ a null vector of $A$, because $\omega_1+\omega_2-\omega_3=0$. For this vector $N\phi=D\phi$, so $D^{-1}N$ has eigenvalue 1.

This mode is a change of temperature and is even under $q\to-q$. The source is odd, because $v$ is odd and $C$ and $\omega$ are even. With time-reversal symmetry a process and its mirror image have the same $\Lambda$, so $A$ and $D$ do not mix even and odd vectors. In exact arithmetic the heat-flow problem therefore stays in the odd sector; a computation stays there only if it is carried out in a basis of odd vectors or projected onto them. In a six-mode network with exact energy conservation, the largest eigenvalue over all modes is 1.000, while the odd eigenvalues are 0.143, −0.119 and −0.406. The iteration for an odd source converges there.

The odd sector may have a null vector of its own. If every process conserves crystal momentum without umklapp, $\phi\propto q$ is one, and a source that overlaps with it has no steady solution. Some momentum relaxation is therefore assumed. A resistive rate $\gamma$ that returns every mode to equilibrium adds $\gamma C$ to both $A$ and $D$ and makes $A$ positive definite.

## Which eigenvalue causes growth

Symmetric variables make the errors easy to follow. Let
$$y=D^{1/2}F,\quad c=D^{-1/2}b,\quad K=D^{-1/2}AD^{-1/2},\quad M=1-K.$$
The equation is $Ky=c$ and the iteration is $y_{n+1}=c+My_n$ with $y_0=c$. Subtracting $y=c+My$ gives $e_{n+1}=Me_n$ for the error $e_n=y_n-y$.

Let $\mu_k$ be the eigenvalues of $M$ and $c_k$ the components of $c$ along its eigenvectors. Since $y_k=c_k/(1-\mu_k)$, the initial error is $c_k-y_k=-\mu_kc_k/(1-\mu_k)$, and
$$e_{n,k}=-\frac{\mu_k^{n+1}}{1-\mu_k}\,c_k.$$
The iteration converges for every odd source if and only if all odd $|\mu_k|<1$. For one particular source, an eigenvalue outside this range does no harm in exact arithmetic if its $c_k$ vanishes; in a computation, rounding can excite that component, which then grows. The conductivity after $n$ steps is
$$\kappa_n=\frac{k_BT^2}{V}\sum_kc_k^2\,\frac{1-\mu_k^{n+1}}{1-\mu_k}.$$

Because $K$ is positive definite, every $\mu_k<1$. Growth can come only from $\mu_k<-1$: in-scattering overcorrects, and the correction changes sign at each step.

How negative can $\mu$ be? For a process with $m$ participating phonons and signs $s_i=\pm1$, the Cauchy–Schwarz inequality gives
$$\Big(\sum_{i=1}^m s_i\phi_i\Big)^2\le m\sum_{i=1}^m\phi_i^2.$$
Summing over processes, $\phi^TA\phi\le m\,\phi^TD\phi$, so $K\le m$ and $\mu\ge1-m$. A resistive term adds the same $\gamma C$ to $A$ and to $D$, and since $m\ge1$ the bound still holds. Elastic scattering of one phonon into another has $m=2$ and cannot push $\mu$ below −1. Three-phonon scattering allows −2, and four-phonon scattering −3.

Equality needs $\phi_i\propto s_i$ within every process, with a factor that may differ from one process to another. This can be met, for instance, when each mode always plays the same role. Networks with separated roles reach $K=2$, 3 and 4 for two, three and four participants. The random networks tried, in which modes change roles, reach only 1.64, 1.70 and 1.86.

## The threshold

All $|\mu_k|<1$ means $0<K<2$, that is, both $A$ and $2D-A$ are positive definite. The first condition is physical. The second is an extra demand made by the iteration.

Let $A_0$ and $D_0$ be the three-phonon parts. Then
$$2D-A=2(D_0+\gamma C)-(A_0+\gamma C)=2D_0-A_0+\gamma C.$$
This is positive definite when $\gamma$ exceeds
$$\gamma_c=\lambda_{\max}\!\left[C^{-1/2}(A_0-2D_0)C^{-1/2}\right],$$
with the largest eigenvalue taken over the sector in which the iteration runs, here the odd one, provided this number is positive. If it is zero or negative, the iteration converges for every $\gamma>0$.

A single process, with its mirror image on three other modes, shows the mechanism. Energy conservation makes $\omega_3$ the largest frequency, so the $C_i$ cannot all be equal. To keep the algebra simple, let the resistive rate depend on the mode, with $\gamma_iC_i=g$ for all three. On odd vectors the problem has $D=\Lambda+g$ and $A=\Lambda ss^T+g$, with $s=(1,1,-1)$. Along $s$,
$$K=\frac{3\Lambda+g}{\Lambda+g},\qquad K<2\iff g>\Lambda.$$
Resistive scattering must outweigh the three-phonon process. For $g\gg\Lambda$, $K$ tends to 1 and the relaxation-time solution suffices. For $g\ll\Lambda$, $\mu$ approaches −2.

## First repair: smaller steps

The simple iteration can be written $y\leftarrow y+(c-Ky)$. Taking only a fraction $\alpha$ of the correction gives
$$y\leftarrow y+\alpha(c-Ky),$$
which multiplies an error component with eigenvalue $\lambda$ of $K$ by $1-\alpha\lambda$. Its magnitude is below one when $0<\alpha<2/\lambda$. Since $\lambda\le3$ for three-phonon scattering, any $0<\alpha<2/3$ converges without knowledge of the spectrum.

The price is speed. Components with small $\lambda$ shrink only by $1-\alpha\lambda$ per step, and a fixed $\alpha$ cannot suit both ends of the spectrum.

## Second repair: use the positive definiteness

Consider the functional
$$J(y)=2c^Ty-y^TKy.$$
With the solution $y_*=K^{-1}c$, completing the square gives
$$J(y)=c^TK^{-1}c-(y-y_*)^TK(y-y_*).$$
Because $K$ is positive definite, $J$ has one maximum, at the solution, and its value there is $V\kappa/(k_BT^2)$. Any trial vector thus gives a lower bound on $\kappa$.

Conjugate gradients maximises $J$ over a space that grows by one direction per step. Start from $y_0=0$ and $p_0=r_0=c$, and repeat
$$a_m=\frac{r_m^Tr_m}{p_m^TKp_m},\quad y_{m+1}=y_m+a_mp_m,\quad r_{m+1}=r_m-a_mKp_m,$$
$$\beta_m=\frac{r_{m+1}^Tr_{m+1}}{r_m^Tr_m},\quad p_{m+1}=r_{m+1}+\beta_mp_m.$$
Here $r_m=c-Ky_m$ is the residual. Positive definiteness ensures $p_m^TKp_m>0$, so the step length exists.

The recursion keeps residuals orthogonal and directions conjugate, $p_i^TKp_j=0$ for $i\ne j$. Suppose both hold up to index $m$.

- **Residuals.** Since $r_i=p_i-\beta_{i-1}p_{i-1}$ (and $r_0=p_0$), the product $p_m^TKr_i$ vanishes for $i<m$ and equals $p_m^TKp_m$ for $i=m$. So $r_{m+1}^Tr_i=r_m^Tr_i-a_mp_m^TKr_i$ is zero for $i<m$, and zero for $i=m$ by the choice of $a_m$.
- **Directions.** Use $Kp_i=(r_i-r_{i+1})/a_i$. For $i<m$, $p_{m+1}^TKp_i=0$ by orthogonality. For $i=m$ it is $-r_{m+1}^Tr_{m+1}/a_m+\beta_mr_m^Tr_m/a_m=0$.

The new residual is therefore orthogonal to the whole space searched. For any $z$ in that space,
$$J(y_{m+1}+z)=J(y_{m+1})+2z^Tr_{m+1}-z^TKz=J(y_{m+1})-z^TKz,$$
so $y_{m+1}$ is the maximum there. The space is spanned by $c,Kc,\dots,K^mc$. It also contains the simple iterate $y_m=\sum_{j=0}^mM^jc$. After $m+1$ products with $K$, conjugate gradients is thus at least as accurate, measured by $e^TKe$, as the simple iterate $m$.

The same optimality bounds the error. Conjugate gradients does at least as well as any polynomial $P$ of degree $m$ with $P(0)=1$ acting on the initial error. Choose a Chebyshev polynomial $T_m$ scaled to the interval $[\lambda_{\min},\lambda_{\max}]$, where $|T_m|\le1$. With $\chi=\lambda_{\max}/\lambda_{\min}$, the normalisation at zero is
$$T_m\!\left(\frac{\chi+1}{\chi-1}\right)\ge\frac12\left(\frac{\sqrt\chi+1}{\sqrt\chi-1}\right)^m,$$
and hence
$$\frac{\|e_m\|_K}{\|e_0\|_K}\le2\left(\frac{\sqrt\chi-1}{\sqrt\chi+1}\right)^m,\qquad\|e\|_K^2=e^TKe.$$
The condition $K<2$ appears nowhere.

## A chain that crosses the threshold

The model has 121 cells of length 0.5 nm and cross-section 0.25 nm² at 300 K. The acoustic branch is $\omega=\omega_m\sigma_q$, with $\sigma_q=|\sin(q/2)|$ and $\omega_m/2\pi=5$ THz. A flat optical branch lies at $1.2\,\omega_m$, and two acoustic phonons merge into one optical phonon.

The coupling $u_j(s_j^2+s_{j+1}s_{j-1})/2$ joins an optical coordinate $u$ to the strain $s$. For two waves it gives the factor $[1+\cos(q_1-q_2)]/2=\cos^2[(q_1-q_2)/2]$, which is squared in the rate. The squared strain amplitude of each acoustic phonon contributes $\sigma_q^2/\omega\propto\sigma_q$. The rate used is
$$\Lambda=\frac{W_0}{121}\,\sigma_1\sigma_2\cos^4\!\frac{q_1-q_2}{2}\;\frac{G(\sigma_1+\sigma_2-1.2)}{8\sinh x_1\sinh x_2\sinh x_3},\quad x=\frac{\hbar\omega}{2k_BT}.$$
$W_0=1$ ps⁻¹ collects the masses and the cubic constant, and $G$ is a normalised Gaussian of standard deviation 0.03. The hyperbolic factor equals $n_1^0n_2^0(n_3^0+1)$ when energy is conserved. Off that condition it keeps one symmetric rate per process, so $A$ remains a sum of squares.

All spectra and step counts below refer to the 120 odd vectors unless stated otherwise. The threshold in this sector is $\gamma_c=0.184$ ps⁻¹ (the even sector gives 0.185 ps⁻¹), and a separate root search for $\lambda_{\max}(K)=2$ gives the same value. In the table, the damped iteration uses $\alpha=0.6$, and steps are counted until the residual is below $10^{-10}$ of $|c|$; $\rho$ is the spectral radius of $M$, and $\kappa$ is in W/(m K).

| $\gamma/\gamma_c$ | $\rho$ | $\kappa_0$ | $\kappa$ | damped | CG |
|---|---|---|---|---|---|
| 0.1 | 1.75 | 85.1 | 146 | 482 | 25 |
| 0.5 | 1.29 | 25.0 | 31.3 | 137 | 18 |
| 1.5 | 0.829 | 10.1 | 10.8 | 67 | 14 |

The simple iteration diverges in the first two rows. In the third it converges in 118 steps. A residual of size $|c|$ lying wholly in the slowest component would need $\ln10^{10}/(-\ln0.829)\approx123$.

**The opening sequence.** At $\gamma=0.1\gamma_c$ the extreme eigenvalue is $\mu=-1.75$. The error formula gives
$$\kappa_n-\kappa\propto-\sum_kc_k^2\frac{\mu_k^{n+1}}{1-\mu_k}.$$
For odd $n$ every term is negative or zero, so $\kappa_1=66.8$ and $\kappa_3=54.0$ lie below 146. For even $n$ the negative eigenvalues push upwards and eventually win. Between $n=8$ and $n=16$ the excess grows by $(51\,297-146)/(704-146)\approx92$, compared with $1.7505^8\approx88$. No negative eigenvalue can grow faster than 88, so the surplus comes from positive eigenvalues, which still lowered $\kappa_8$.

**The first conjugate-gradient step.** It rescales the relaxation-time solution optimally, giving $(c^Tc)^2/(c^TKc)$. In conductivity units $c^Tc$ is 85.114, and the simple iterate $\kappa_1=2c^Tc-c^TKc=66.767$ implies $c^TKc=103.461$. The result is $85.114^2/103.461=70.0$ W/(m K), as found. The next two steps give 89.3 and 108.7, rising towards 146.

**The bound is not the speed.** Here $\chi=37.8$, and the bound after 25 steps is about $5\times10^{-4}$, far weaker than the accuracy reached. The bound uses only the two ends of the spectrum. It ignores where the others lie, and here 85 of the 120 eigenvalues are within 0.01 of 1. Conjugate gradients can deal with such a cluster almost as if it were a single eigenvalue. With the same source components but eigenvalues spaced evenly between the same two ends, it would need 55 steps instead of 25.

**Why this chain diverges.** Acoustic pairs whose wavevectors have the same sign carry 99.4% of the total process rate. If $q_1+q_2$ stays in the first Brillouin zone, the wavevector of the optical product has that sign too. An odd vector can then be positive on acoustic modes with $q>0$ and negative on optical modes with $q>0$, close to the pattern that saturates the three-phonon bound. Indeed $\lambda_{\max}(K)=2.75$.

In the odd sector the divergence depends on the directional preference, as removing the directional factor shows. The flat optical branch then makes $\Lambda_{ij}=\Lambda_{i,-j}$ for acoustic modes, and on odd vectors
$$\sum_j\Lambda_{ij}\phi_j=\sum_{j>0}(\Lambda_{ij}-\Lambda_{i,-j})\phi_j=0.$$
Only acoustic–optical blocks of $M$ remain. Reversing the sign of the optical components turns an eigenvector for $\mu$ into one for $-\mu$. Since all $\mu<1$, all also exceed −1. At the same $\gamma$, the computed spectrum runs from −0.945 to 0.945 on odd vectors, and an iteration confined to them converges. The even sector is not cured. An even vector that is positive on all acoustic and negative on all optical modes saturates the three-phonon bound at $\gamma=0$, and at this $\gamma$ the even spectrum still reaches $\mu=-1.87$. If the iteration is run over all modes without projection, rounding excites this component and the iteration diverges after some fifty steps.

These figures belong to this grid and broadening. No continuum limit has been taken, and no real material is represented.

## What conjugate gradients still requires

The derivation above needs a matrix that is symmetric and, at least on the space searched, positive definite. If out-scattering and in-scattering are computed with different approximations, the sum of squares may be lost. For $K={\rm diag}(1,-1)$ and $c=(1,1)^T$, the first step has $p_0^TKp_0=0$ and the method stops, although $Ky=c$ has a solution. Building both $D$ and $N$ from one symmetric rate per process avoids this.

Rounding also matters slightly. In exact arithmetic $y_m^Tr_m=0$, so $c^Ty_m=J(y_m)$ and both rise. At $\gamma=0.1\gamma_c$ the largest fall of the computed $c^Ty_m$ in one step is $7\times10^{-11}$ of $\kappa$; with residuals explicitly reorthogonalised it does not fall. $J$ needs no such orthogonality to remain a lower bound, apart from rounding in its own evaluation, and is the better value to report. The numerical output lists the limits of the spectra and the step counts for all three resistive rates.

## Values computed for the example and the checks

```
Network: linearisation relative error = 2.3e-13
Network: largest eigenvalue of M, all modes = 1.000000
Network: eigenvalues of M, odd sector = [ 0.1428 -0.119  -0.4063]
2-phonon processes: largest K, random = 1.6438, separated roles = 2.0000
3-phonon processes: largest K, random = 1.7030, separated roles = 3.0000
4-phonon processes: largest K, random = 1.8585, separated roles = 4.0000
Chain: cells = 121, odd unknowns = 120, T = 300 K
Chain: spacing = 0.50 nm, area = 0.25 nm^2
Chain: acoustic maximum = 5.0 THz
Chain: optical/acoustic maximum = 1.2, broadening = 0.03
Chain: W0 = 1.00 ps^-1
Chain: co-propagating share of process rate = 0.9941
Chain: largest three-phonon out-rate = 1.41285 ps^-1
Critical resistive rate, matrix formula = 0.183558 ps^-1
Critical resistive rate, root search = 0.183558 ps^-1
Direction-independent coupling, gamma = 0.1 gamma_c: M from -0.94483 to 0.94483
--- gamma = 0.1 gamma_c = 0.018356 ps^-1
K from 0.07269 to 2.75049, condition = 37.84
M from -1.75049 to 0.92731, spectral radius = 1.75049
kappa direct = 146.401103 W/(m K)
kappa relaxation-time = 85.113922 W/(m K)
kappa conjugate gradients = 146.401103 W/(m K), steps = 25
kappa after CG steps 1, 2, 3 = [ 70.02041  89.25585 108.73256] W/(m K)
largest relative fall of b.F in CG: ordinary = 7.3e-11, reorthogonalised = 0.0e+00
damped iteration, alpha = 0.6: steps = 482
simple iteration: late growth per step = 1.75049
simple iteration 0: kappa = 85.114 W/(m K)
simple iteration 1: kappa = 66.767 W/(m K)
simple iteration 2: kappa = 113.91 W/(m K)
simple iteration 3: kappa = 53.962 W/(m K)
simple iteration 4: kappa = 166.73 W/(m K)
simple iteration 8: kappa = 703.6 W/(m K)
simple iteration 16: kappa = 51297 W/(m K)
--- gamma = 0.5 gamma_c = 0.091779 ps^-1
K from 0.24466 to 2.28749, condition = 9.35
M from -1.28749 to 0.75534, spectral radius = 1.28749
kappa direct = 31.337230 W/(m K)
kappa relaxation-time = 25.015068 W/(m K)
kappa conjugate gradients = 31.337230 W/(m K), steps = 18
kappa after CG steps 1, 2, 3 = [20.68129 26.56743 30.20438] W/(m K)
largest relative fall of b.F in CG: ordinary = 1.8e-15, reorthogonalised = 0.0e+00
damped iteration, alpha = 0.6: steps = 137
simple iteration: late growth per step = 1.28749
--- gamma = 1.5 gamma_c = 0.275336 ps^-1
K from 0.45873 to 1.82892, condition = 3.99
M from -0.82892 to 0.54127, spectral radius = 0.82892
kappa direct = 10.832684 W/(m K)
kappa relaxation-time = 10.114059 W/(m K)
kappa conjugate gradients = 10.832684 W/(m K), steps = 14
kappa after CG steps 1, 2, 3 = [ 8.93637 10.44167 10.80991] W/(m K)
largest relative fall of b.F in CG: ordinary = 0.0e+00, reorthogonalised = 0.0e+00
damped iteration, alpha = 0.6: steps = 67
simple iteration converged: steps = 118
```
